# Effective-index change of a vectorial waveguide mode, and why it can exceed the material change

A silicon ridge carries light at 1550 nm, and a junction inside it changes the silicon index by a few times \(10^{-4}\). Part of the light travels in the surrounding silica, where nothing changes. It seems to follow that the effective index of the mode must change by less than the silicon index. For the ridge treated below, a uniform change of the silicon index by \(\Delta n\) nevertheless changes the effective index by \(1.035\,\Delta n\). What, then, does the ratio measure?

## 1. A slab with one field component

Let a core of index \(n_1\) occupy \(|x|<a\), with cladding index \(n_2<n_1\) outside. Fields vary as \(e^{i\beta z-i\omega t}\), with \(k_0=\omega/c\) and \(n_{\rm eff}=\beta/k_0\). All indices are real for now. A TE mode has the single electric component \(E_y=\psi(x)\), which obeys

\[
\psi''+(k_0^2\varepsilon-\beta^2)\psi=0,\qquad \varepsilon=n^2 .
\]

Let \(\psi_0,\beta_0\) belong to \(\varepsilon\), and \(\psi,\beta\) to \(\varepsilon+\Delta\varepsilon\). Multiply the new equation by \(\psi_0\), the old one by \(\psi\), subtract and integrate. The derivative terms form \((\psi_0\psi'-\psi\psi_0')'\), whose integral vanishes because bound modes decay. Hence

\[
(\beta^2-\beta_0^2)\int\psi_0\psi\,dx=k_0^2\int\Delta\varepsilon\,\psi_0\psi\,dx .
\]

To first order \(\psi\) may be replaced by \(\psi_0\). For a uniform core change, \(\Delta\varepsilon=2n_1\Delta n\) and \(\beta^2-\beta_0^2=2k_0^2n_{\rm eff}\Delta n_{\rm eff}\), so

\[
\Gamma\equiv\frac{\Delta n_{\rm eff}}{\Delta n}=\frac{n_1}{n_{\rm eff}}F,\qquad
F=\frac{\int_{\rm core}\psi_0^2dx}{\int\psi_0^2dx}.
\]

The fraction \(F\) is below one, but \(n_1/n_{\rm eff}\) is above one. The outcome depends on which wins.

For the lowest mode, \(\psi_0=\cos kx\) in the core and \(\cos u\,e^{-\kappa(|x|-a)}\) outside, with \(u=ka<\pi/2\). The field equation gives

\[
k^2=k_0^2(n_1^2-n_{\rm eff}^2),\qquad
\kappa^2=k_0^2(n_{\rm eff}^2-n_2^2),
\]

and continuity of \(\psi_0'\) gives \(k\tan u=\kappa\). On the half-line \(x>0\),

\[
\int_0^a\cos^2kx\,dx=\frac a2+\frac{\sin u\cos u}{2k},\qquad
\int_a^\infty\psi_0^2dx=\frac{\cos^2u}{2\kappa}.
\]

Since \(1/k=\tan u/\kappa\), the last term of the core integral is \(\sin^2u/(2\kappa)\). The two integrals therefore add up to \((a+1/\kappa)/2\), and the cladding fraction is

\[
q=1-F=\frac{\cos^2u}{1+\kappa a}.
\]

Put \(s=k^2/k_0^2=n_1^2-n_{\rm eff}^2\). From \(\tan u=\kappa/k\),

\[
\cos^2u=\frac{k^2}{k^2+\kappa^2}=\frac{s}{n_1^2-n_2^2}.
\]

Thus

\[
\boxed{\Gamma=\frac{1-q}{\sqrt{1-s/n_1^2}},\qquad
q=\frac{s}{(n_1^2-n_2^2)(1+\kappa a)}}
\]

**A condition that guarantees \(\Gamma>1\).** Let \(x=s/n_1^2\), which lies between 0 and 1. Because \((1-x/2)^2=1-x+x^2/4\), we have \(\sqrt{1-x}<1-x/2\). If \(q\le x/2\), then \(1-q\ge1-x/2>\sqrt{1-x}\), and \(\Gamma>1\). Written out, \(q\le x/2\) is

\[
1+\kappa a\ \ge\ \frac{2n_1^2}{n_1^2-n_2^2}.
\]

As \(a\) grows at fixed indices and wavelength, \(u\) stays below \(\pi/2\), so \(k\to0\), \(\kappa\) tends to a positive constant and \(\kappa a\to\infty\). Every symmetric slab with \(n_1>n_2\) therefore has \(\Gamma>1\) once it is thick enough, however small the contrast.

**Two limits.** For a very thick slab \(k\simeq\pi/(2a)\), so \(s\) falls as \(a^{-2}\) while \(q\) falls as \(a^{-3}\). Then

\[
\Gamma-1\simeq\frac{s}{2n_1^2}\simeq\frac{\pi^2}{8n_1^2k_0^2a^2}.
\]

The ratio approaches the bulk value one from above. For a very thin slab \(\kappa a\to0\) and \(s\to n_1^2-n_2^2\), so \(q\to1\) and \(\Gamma\to0\): the light has left the core.

Now take silicon in silica at 1550 nm, with \(n_1=3.48\) and \(n_2=1.444\). A 300 nm film has \(n_{\rm eff}=3.05324\), which gives \(s=2.788\). With \(n_1^2-n_2^2=10.025\) and \(1+\kappa a=2.636\),

\[
q=\frac{2.788}{10.025\times2.636}=0.1055,\qquad
\Gamma=\frac{3.48}{3.05324}\times0.8945=1.0195 .
\]

The guarantee requires \(1+\kappa a\ge2.416\), which is met. A 220 nm film has \(\Gamma=0.989\). High contrast alone is thus not enough.

## 2. All components of the field

A ridge mode has no single scalar equation, so we return to Maxwell's equations,

\[
\nabla\times\mathbf E=i\omega\mu_0\mathbf H,\qquad
\nabla\times\mathbf H=-i\omega\varepsilon_0\varepsilon\mathbf E .
\]

The guide is uniform along \(z\), isotropic and, before the change, lossless. Its mode \((\mathbf E_0,\mathbf H_0,\beta_0)\) is bound and nondegenerate; with degenerate modes, the perturbation could mix them at lowest order. The new mode \((\mathbf E,\mathbf H,\beta)\) sees \(\varepsilon+\Delta\varepsilon\) at the same frequency. Using \(\nabla\cdot(\mathbf A\times\mathbf B)=\mathbf B\cdot\nabla\times\mathbf A-\mathbf A\cdot\nabla\times\mathbf B\) and the conjugated equations for the old mode,

\[
\nabla\cdot(\mathbf E_0^*\times\mathbf H)
=-i\omega\mu_0\mathbf H_0^*\cdot\mathbf H
+i\omega\varepsilon_0(\varepsilon+\Delta\varepsilon)\mathbf E_0^*\cdot\mathbf E,
\]

\[
\nabla\cdot(\mathbf E\times\mathbf H_0^*)
=i\omega\mu_0\mathbf H_0^*\cdot\mathbf H
-i\omega\varepsilon_0\varepsilon\,\mathbf E_0^*\cdot\mathbf E .
\]

In the sum only the term with \(\Delta\varepsilon\) survives. Integrate it over the cross-section. The transverse divergence gives no flux at infinity, and none at material interfaces, because tangential \(\mathbf E\) and \(\mathbf H\) are continuous there. The products vary as \(e^{i(\beta-\beta_0)z}\), so \(\partial_z\) supplies \(i(\beta-\beta_0)\). Cancelling \(i\) leaves the identity

\[
(\beta-\beta_0)\int(\mathbf E_0^*\times\mathbf H+\mathbf E\times\mathbf H_0^*)\cdot\hat z\,dA
=\omega\varepsilon_0\int\Delta\varepsilon\,\mathbf E_0^*\cdot\mathbf E\,dA .
\]

No approximation has been made yet. For a small change in a fixed region, replace the new fields by the old ones; the error in \(\beta-\beta_0\) is of second order. The integral on the left becomes \(2\,{\rm Re}\int\mathbf E_0\times\mathbf H_0^*\cdot\hat z\,dA=4P\), where

\[
P=\tfrac12{\rm Re}\int\mathbf E\times\mathbf H^*\cdot\hat z\,dA
\]

is the power of the unperturbed mode, whose subscript is now dropped. Dividing by \(k_0=\omega/c\),

\[
\boxed{\Delta n_{\rm eff}=\frac{c\varepsilon_0}{4P}\int\Delta\varepsilon\,|\mathbf E|^2dA}
\]

With \(\Delta\varepsilon=2n\Delta n\), a uniform change in a region \(A\) of index \(n\) gives

\[
\boxed{\Gamma_A=\frac{n\,c\varepsilon_0\int_A|\mathbf E|^2dA}{2P}}
\]

Here \(|\mathbf E|^2\) includes \(E_z\). The derivation also admits a complex \(\Delta n\). Since \(\Gamma_A\) is real, a material power absorption \(\alpha=2k_0\,{\rm Im}\,\Delta n\) adds \(\Gamma_A\alpha\) to the modal absorption. The same factor that strengthens the phase response strengthens the loss.

**Return to the slab.** For a TE mode the curl equation gives \(H_x=-\beta E_y/(\omega\mu_0)\), hence \(2P=(\beta/\omega\mu_0)\int|E_y|^2dA\) per chosen width. Since \(c^2\varepsilon_0\mu_0=1\), the prefactor is \(nc\varepsilon_0\omega\mu_0/\beta=n/n_{\rm eff}\), as in Section 1. For a plane wave in bulk material \(n_{\rm eff}=n\) and the whole field lies in \(A\), so \(\Gamma=1\), as it must.

## 3. What the ratio measures

Keep \(\varepsilon\) frozen and change the frequency from \(\omega\) to \(\omega+\delta\omega\). In the two divergence equations, the terms from the new mode carry \(\omega+\delta\omega\) and those from the old mode carry \(\omega\). Their sum no longer cancels, and to first order

\[
4P\,\delta\beta=\delta\omega\int(\varepsilon_0\varepsilon|\mathbf E|^2+\mu_0|\mathbf H|^2)\,dA .
\]

The group index at frozen permittivity, \(n_{g0}=c\,d\beta/d\omega\), is therefore \(c/(4P)\) times this integral. The two terms in it are equal. To see this, take

\[
\nabla\cdot(\mathbf E\times\mathbf H^*)
=i\omega\mu_0|\mathbf H|^2-i\omega\varepsilon_0\varepsilon|\mathbf E|^2
\]

and integrate over the cross-section. For real \(\beta\) the product on the left does not depend on \(z\), and its transverse flux vanishes, so the right side integrates to zero. Hence

\[
n_{g0}=\frac{c\varepsilon_0}{2P}\int\varepsilon|\mathbf E|^2dA .
\]

Define the electric-energy fraction \(f_A=\int_A\varepsilon|\mathbf E|^2dA/\int\varepsilon|\mathbf E|^2dA\le1\). Multiplying it by \(n_{g0}\) gives \(c\varepsilon_0n^2\int_A|\mathbf E|^2dA/(2P)=n\Gamma_A\), so

\[
\boxed{\Gamma_A=\frac{n_{g0}f_A}{n}}
\]

The ratio exceeds one when \(n_{g0}f_A>n\). No energy fraction exceeds one. In a bulk plane wave, with dispersion frozen, the electric energy per unit length and unit power is \(n/(2c)\). In the guided mode the part inside \(A\) is \(\varepsilon_0n^2\int_A|\mathbf E|^2dA/(4P)\). Their quotient is \(\Gamma_A\). The guided mode can hold more electric energy in the core, per unit of transmitted power, than a bulk wave does, because its energy moves along \(z\) more slowly.

**A limit with no cladding energy.** Fill a perfectly conducting pipe uniformly with index \(n\). A mode with fixed transverse wavenumber \(k_c\) has \(n_{\rm eff}^2=n^2-k_c^2/k_0^2\), and direct differentiation gives \(dn_{\rm eff}/dn=n/n_{\rm eff}>1\). Differentiating \(\beta^2=n^2k_0^2-k_c^2\) with respect to \(k_0\) gives \(n_{g0}=n^2/n_{\rm eff}\). With \(f_A=1\), the boxed relation returns the same \(n/n_{\rm eff}\). It grows without bound near cutoff, but the first-order range shrinks as well: expanding the square root requires \(2n|\Delta n|\ll n_{\rm eff}^2\).

**Material dispersion.** \(\Gamma_A\) is evaluated at one frequency and needs no dispersion data. The full group index does. Since \(n_{\rm eff}\) depends on \(\omega\) both directly and through each region's index \(n_i(\omega)\), the chain rule gives

\[
n_g=n_{g0}+\sum_i\Gamma_i\,\omega\frac{dn_i}{d\omega}.
\]

It is \(n_{g0}\), and not \(n_g\), that belongs in the formula for \(\Gamma_A\).

## 4. A silicon ridge

The ridge is 400 nm wide and 300 nm high, with 100 nm silicon slabs at its sides, all buried in silica. A full-vector finite-difference solution for the quasi-TE mode gives \(n_{\rm eff}=2.638\) and, for all the silicon, \(\Gamma=1.0354\). The last mesh refinement, from 10 to 6.67 nm, moves \(\Gamma\) by \(4\times10^{-5}\); a larger computational box moves it by \(-1.4\times10^{-4}\). With both shifts the converged value is about 1.0353, so the fourth decimal is uncertain, but the excess over one is far larger than either.

On the 20 nm mesh, \(n_{g0}=3.8658\) and \(f=0.9317\), so

\[
\Gamma=\frac{3.8658\times0.9317}{3.48}=1.0350 .
\]

Solving the mode again with slightly raised and lowered silicon index, without using the overlap integral, gives the slope 1.03500. With a rough silicon dispersion \(\omega\,dn/d\omega=0.12\), and that of silica neglected, the group index becomes \(3.8658+1.0350\times0.12=3.990\), which again agrees with a direct calculation.

Three numbers for the same silicon region should be kept apart: 81% of the power, 93% of the electric energy, and a ratio of 1.035. The longitudinal field supplies 15.3% of \(\Gamma\). If \(E_z\) were dropped from the numerator at unchanged power, the result would be \(1.0354\times0.847=0.877\), on the wrong side of one.

**Where first order fails.** Change \(\varepsilon\) in the central 160 nm of the ridge, over its full height. For \(\Delta\varepsilon=0.7\) the error of the predicted shift, relative to that prediction, is 0.47%; for \(\Delta\varepsilon=0.07\) it is 0.048%. The relative error falls in proportion to the change, so the absolute error is of second order.

Moving a wall is a different matter. If both sidewalls move outward by 20 nm, silica becomes silicon in two narrow strips. Inserting the old field there overestimates the index shift by a factor of about two on the 20 nm mesh. The strips are thin, but \(\Delta\varepsilon\) inside them is about 10. The component of \(\mathbf E\) normal to the wall jumps there, since it is \(\varepsilon E_\perp\) that is continuous, so the old silica field is a poor estimate of the new silicon field.

## 5. A depletion modulator

Place a p-n junction in the vertical mid-plane of the ridge, with the p and n regions side by side and \(N=5\times10^{17}\ {\rm cm^{-3}}\) on each side. If the depletion depth per side is \(x_d\), the peak field is \(qNx_d/\varepsilon_s\), where \(q\) now denotes the elementary charge and \(\varepsilon_s\) is the static permittivity. The field profile is a triangle of base \(2x_d\), so the total voltage is \(V_t=qNx_d^2/\varepsilon_s\), and

\[
x_d=\sqrt{\frac{\varepsilon_sV_t}{qN}} .
\]

The built-in voltage is 0.917 V. With a relative static permittivity of 11.7, \(x_d\) grows from 34.4 nm at zero bias to 61.4 nm at 2 V reverse bias. Each side loses its carriers over another 27.0 nm.

A free carrier of mass \(m\) in an optical field \(E e^{-i\omega t}\) has displacement \(-QE/(m\omega^2)\), where \(Q\) is its charge. The polarization of \(N\) such carriers lowers \(\varepsilon\) by \(Nq^2/(\varepsilon_0m\omega^2)\), whatever the sign of \(Q\). Removing them raises the index by

\[
\Delta n=\frac{q^2N}{2n\varepsilon_0m\omega^2}.
\]

With rough masses of 0.26 and 0.39 electron masses, this is \(5.95\times10^{-4}\) for electrons and \(3.97\times10^{-4}\) for holes. The mode has equal \(|\mathbf E|^2\) at mirror points, so the two swept strips have equal overlaps, and at first order their average, \(4.96\times10^{-4}\), may be used for both. The result is

\[
\Delta n_{\rm eff}=7.56\times10^{-5}.
\]

Dividing by the average index change gives \(\Gamma=0.152\) for the two strips together. A ratio above one for all the silicon does not mean a ratio above one for the part that the voltage reaches. On the 20 nm mesh the formula gives \(7.56998\times10^{-5}\), and a direct solution of the whole cross-section, with unequal electron and hole changes, gives \(7.56948\times10^{-5}\).

A phase shift of \(\pi\) requires \(k_0\Delta n_{\rm eff}L_\pi=\pi\), so

\[
L_\pi=\frac{\lambda}{2\Delta n_{\rm eff}}
=\frac{1.55\ \mu{\rm m}}{2\times7.556\times10^{-5}}=10.3\ {\rm mm}.
\]

For the 2 V swing the voltage-length product is 2.05 V cm. It belongs to this swing, since \(x_d\) is not linear in voltage.

**Effects left out.** The static field also changes the silicon index through the dc Kerr effect. With a rough third-order susceptibility of \(2\times10^{-19}\ {\rm m^2/V^2}\), this adds about \(2\times10^{-5}\) to \(\Delta n_{\rm eff}\), which is about a quarter of the carrier shift and of the same sign. It is the largest correction to the signal among those computed here. With a rough thermo-optic coefficient of \(1.8\times10^{-4}\ {\rm K^{-1}}\), warming the silicon by 0.41 K gives the same index shift as the modulation, so the operating point needs thermal control or compensation.

The depletion edge is smeared over a Debye length of 5.8 nm, which is not negligible beside the 27 nm sweep. The related \(2kT/q\) correction to the junction voltage changes the sweep by 1.6%. The planar formula also ignores static field lines that pass through the oxide above and below the silicon. A two-dimensional estimate for this ridge, with the smeared depletion edge included, raises the carrier index shift by about 8%. The swept charge rises by more than that, but much of the extra charge lies where the mode is weak. The doping is 1.8% of the conduction-band density of states, so degeneracy is weak; full ionization of the dopants is assumed, and this is not a small matter. At this doping and 300 K, simple ionization statistics leave roughly 15% of phosphorus donors and 20% of boron acceptors un-ionized outside the depletion region. That lowers the swept carrier density, and hence the carrier index shift, by about 16 to 18%, which is opposite in sign to the Kerr term and not much smaller. The peak field is 0.475 MV/cm, against a rough breakdown estimate of 0.75 MV/cm, and interband tunnelling is negligible: its exponent is about 76 in a simple direct-gap formula and about 40 in an empirical fit for silicon, whose gap is indirect.

**Beside real devices.** The dimensions, doping and bias are in the range of silicon depletion modulators, although many use a 220 nm film. Their voltage-length products are roughly one to a few V cm, and the model value lies in that range. The weakest assumption is the Drude response with constant masses. Near this doping, measured hole-induced index changes are roughly three times the value used here, while the electron change is somewhat smaller. Together these would bring the product down to somewhat over 1 V cm. The Drude loss at zero bias, 2.3 dB/cm with rough electron and hole mobilities of 400 and 200 \({\rm cm^2/(V\,s)}\), is a low estimate: measured carrier absorption at this density is several times stronger, and heavily doped contacts and rough sidewalls add more. A 10 mm device with this doping throughout would therefore be lossy, and a shorter one needs a larger voltage, a better overlap between the swept carriers and the mode, or heavier doping. In the present model, doubling the doping shortens \(L_\pi\) to about 7 mm but raises the zero-bias loss over that length by roughly 50%, with the mobilities held fixed.

The remaining digits and mesh comparisons are in the numerical output below.

## Numbers as computed

```
Wavelength: 1550 nm
Indices, silicon and silica: 3.48, 1.444
Ridge width, height, side slab: 400, 300, 100 nm
300 nm film, analytic TE n_eff: 3.05324
300 nm film, Gamma: 1.01951
300 nm film, 1+kappa*a: 2.63577
Sufficient threshold for 1+kappa*a: 2.41598
220 nm film, Gamma: 0.98935
Film solver error in n_eff, 20 and 10 nm mesh: 1.63e-03, 4.15e-04
Ridge, mesh 20.00 nm: n_eff 2.63827, Gamma 1.03500
Ridge, mesh 10.00 nm: n_eff 2.63803, Gamma 1.03539
Ridge, mesh 6.67 nm: n_eff 2.63790, Gamma 1.03543
Gamma shift, last mesh refinement: 4.01e-05
Gamma shift, larger box (20 nm mesh): -1.43e-04
Direct slope dn_eff/dn (20 nm mesh): 1.03500
Frozen group index (20 nm mesh): 3.86583
Electric-energy fraction in silicon (20 nm mesh): 0.93170
Assumed silicon omega*dn/domega: 0.12
Dispersive group index (20 nm mesh): 3.99003
Power fraction in silicon (finest mesh): 0.80984
Share of Ez in Gamma (finest mesh): 0.15276
Local change, relative error at d_epsilon 0.7 and 0.07: 4.66e-03, 4.79e-04
Moved sidewall, first-order/direct shift: 1.96
Doping on each side: 5.0e+17 cm^-3
Reverse bias: 2.0 V
Built-in voltage: 0.917 V
Depletion depth per side, 0 V and bias: 34.43, 61.41 nm
Index rise on removing electrons, holes: 5.954e-04, 3.970e-04
Modulator dn_eff, finest mesh: 7.5557e-05
Modulator dn_eff, last mesh shift: -3.1e-08
Modulator dn_eff, 20 nm mesh, formula and direct: 7.569984e-05, 7.569480e-05
Length for pi phase shift: 10.26 mm
Voltage-length product: 2.05 V cm
Neglected dc Kerr dn_eff: 1.94e-05
Kerr/carrier index shift: 0.257
Drude free-carrier loss at 0 V: 2.29 dB/cm
Thermal dn_eff/dT, silicon only: 1.86e-04 1/K
Warming that mimics the signal: 0.405 K
Debye length at depletion edge: 5.78 nm
Sweep change from 2kT/q correction: 1.62 %
Peak junction field: 0.475 MV/cm
Rough breakdown field: 0.75 MV/cm
Tunnelling exponent at peak field: 76.2
Doping/conduction-band density of states: 0.0178
```
